# Microwave-induced resistance oscillations from the inelastic mechanism, part 1

(Sections cited here and not found follow in the second part.)

## First half: collisions in a magnetic field and in a microwave field

A two-dimensional electron gas in a weak perpendicular magnetic field \(B\) is irradiated with microwaves. We ask how its longitudinal dc resistivity changes when the radiation reshapes the energy distribution of the electrons.

The electrons have charge \(-e\), mass \(m\) and density \(n\). Without the magnetic field the density of states, both spins included, is \(\nu_0=m/(\pi\hbar^2)\). Then \(n=\nu_0E_F\), where \(E_F=\hbar^2k_F^2/2m\), and \(v_F=\hbar k_F/m\). The cyclotron frequency is \(\omega_c=eB/m\).

Impurities scatter elastically. Let \(w(\varphi)\,d\varphi\) be the zero-field rate of scattering through an angle in \(d\varphi\). For any quantity \(A\), the symbol \(\langle A\rangle\) denotes \(\int d\varphi\,w(\varphi)A\), averaged also over the initial direction. It is a rate multiplied by \(A\), and it defines the quantum and transport times:
\[
\langle1\rangle=\frac1{\tau_q},\qquad \langle1-\cos\varphi\rangle=\frac1{\tau_{tr}} .
\]

The regime has \(\omega_c\tau_{tr}\gg1\), overlapping Landau levels, and \(E_F\) far above \(k_BT\), \(\hbar\omega\) and \(\hbar\omega_c\). Here \(\omega\) is the microwave angular frequency, which is kept away from \(\omega_c\).

### (a) The density of states

*Each Landau level is broadened into a Lorentzian whose width does not depend on energy. Find the density of states near the Fermi energy and its leading oscillation.*

**Solution.** The occupation probability of a momentum state decays as \(e^{-t/\tau_q}\), so its amplitude decays as \(e^{-t/2\tau_q}\). The Fourier transform of this amplitude is a Lorentzian of half-width \(\Gamma=\hbar/2\tau_q\). The levels lie at \(\varepsilon_N=\hbar\omega_c(N+\tfrac12)\). Each holds \(2eB/h=\nu_0\hbar\omega_c\) electrons per unit area. The ratio \(\tilde\nu=\nu/\nu_0\) is therefore
\[
\tilde\nu(\varepsilon)=\hbar\omega_c\sum_N\frac1\pi\,\frac{\Gamma}{(\varepsilon-\varepsilon_N)^2+\Gamma^2}.
\]

Since \(E_F\gg\hbar\omega_c\), the sum may be extended to all integers \(N\). It is then periodic in \(\varepsilon\) with period \(\hbar\omega_c\). We define
\[
\theta=\frac{2\pi\varepsilon}{\hbar\omega_c}.
\]

The \(k\)th Fourier coefficient is an integral over one period of a sum over all levels. Joining the periods turns it into an integral of a single Lorentzian over the whole axis:
\[
c_k=\int_{-\infty}^{\infty}d\varepsilon\,\frac1\pi\frac{\Gamma\,e^{-2\pi ik\varepsilon/\hbar\omega_c}}{(\varepsilon-\hbar\omega_c/2)^2+\Gamma^2}
=e^{-i\pi k}e^{-2\pi|k|\Gamma/\hbar\omega_c}.
\]

The first factor comes from the level centre at \(\hbar\omega_c/2\), and the second is the Fourier transform of a Lorentzian. With
\[
\delta=e^{-2\pi\Gamma/\hbar\omega_c}=e^{-\pi/(\omega_c\tau_q)},
\]
which is the Dingle factor, we have \(c_k=(-1)^k\delta^{|k|}\). Hence
\[
\tilde\nu=1+2\sum_{k\ge1}(-\delta)^k\cos k\theta
=\frac{1-\delta^2}{1+2\delta\cos\theta+\delta^2}.
\]

The closed form follows from the geometric series. With \(z=\delta e^{i\theta}\), the sum is the real part of \(1-2z/(1+z)=(1-z)/(1+z)\). To first order,
\[
\tilde\nu=1-2\delta\cos\theta+O(\delta^2).
\]

The minus sign places the maxima at \(\theta=\pi\), modulo \(2\pi\), which are the level centres. Strongly overlapping levels mean \(\delta\ll1\), and \(\delta\) is the expansion parameter below.

### (b) The dc conductivity for an arbitrary energy distribution

*Express the longitudinal conductivity through \(\tilde\nu(\varepsilon)\) and the distribution \(f(\varepsilon)\), which need not be a Fermi function.*

**Solution.** Between collisions the Lorentz force on charge \(-e\) gives
\[
\dot v_x=-\omega_cv_y,\qquad \dot v_y=\omega_cv_x .
\]
The coordinates
\[
X=x-\frac{v_y}{\omega_c},\qquad Y=y+\frac{v_x}{\omega_c}
\]
are then constant, because \(\dot X=v_x-\dot v_y/\omega_c=0\) and \(\dot Y=v_y+\dot v_x/\omega_c=0\). They mark the centre of the cyclotron orbit.

A collision changes the wavevector by \(\mathbf q\) and the velocity by \(\hbar\mathbf q/m\), while the position stays fixed. The centre therefore jumps by
\[
\Delta X=-\ell^2q_y,\qquad \Delta Y=\ell^2q_x,\qquad \ell^2=\frac{\hbar}{eB}.
\]

For elastic scattering on the Fermi circle, \(q^2=2k_F^2(1-\cos\varphi)\), so
\[
\langle q^2\rangle=\frac{2k_F^2}{\tau_{tr}} .
\]

By the golden rule the scattering rate is proportional to the density of final states. In the magnetic field it is the zero-field rate multiplied by \(\tilde\nu(\varepsilon)\). Averaging over directions replaces \(q_y^2\) by \(q^2/2\). The diffusion coefficient along \(x\) is half the rate of growth of the mean squared displacement:
\[
D(\varepsilon)=\frac12\,\ell^4\,\frac{\langle q^2\rangle}{2}\,\tilde\nu(\varepsilon)=\frac{R_c^2}{2\tau_{tr}}\tilde\nu(\varepsilon),\qquad R_c=\ell^2k_F=\frac{v_F}{\omega_c}.
\]

This treats successive jumps as uncorrelated. To see what that neglects, use the classical rates. After a collision that leaves velocity \(\mathbf v'\), the mean velocity rotates at \(\omega_c\) and decays at \(1/\tau_{tr}\). The sum of the later mean velocity changes is of relative size \(1/(\omega_c\tau_{tr})\) and, to that order, perpendicular to \(\mathbf v'\). Its product with the first velocity change is proportional to \(\sin\varphi\), which averages to zero for scattering that is symmetric in \(\varphi\). The remaining correction is of relative order \(1/(\omega_c\tau_{tr})^2\).

Now apply a weak dc field \(E_{dc}\) along \(x\). The potential energy is \(U=eE_{dc}X\), and an elastic collision conserves the total energy \(\varepsilon+U\). The distribution of kinetic energy is the same function \(f\) everywhere, so at fixed total energy \(\mathcal E\) the occupation at \(X\) is \(f(\mathcal E-U(X))\). Diffusion at this energy carries the particle flux
\[
-\nu D\,\frac{\partial}{\partial X}f(\mathcal E-U)=\nu D\,f'(\varepsilon)\,eE_{dc}.
\]

The density of states stands outside the derivative because jumps in the two directions between a pair of places have the same prefactor. The net flow is therefore proportional to the difference of occupations. Multiplication by \(-e\) and integration over energy give
\[
\sigma=e^2\int d\varepsilon\,\nu_0\tilde\nu D\left(-\frac{\partial f}{\partial\varepsilon}\right)
=\sigma_D\int d\varepsilon\,\tilde\nu^2\left(-\frac{\partial f}{\partial\varepsilon}\right),
\]
\[
\sigma_D=\frac{e^2\nu_0v_F^2}{2\omega_c^2\tau_{tr}}=\frac{ne^2}{m\,\omega_c^2\tau_{tr}} .
\]

The second form of \(\sigma_D\) uses \(\nu_0v_F^2/2=\nu_0E_F/m=n/m\). It is the Drude value for \(\omega_c\tau_{tr}\gg1\). One factor \(\tilde\nu\) counts the electrons that can jump, and the other counts the states that can receive them.

The resistivity is \(\rho=\sigma/(\sigma^2+\sigma_{xy}^2)\). For \(\omega_c\tau_{tr}\gg1\) the Hall part dominates the denominator. We take it at its classical magnitude \(ne/B\), so \(\rho\approx\sigma B^2/(ne)^2\), and
\[
\frac{\rho}{\rho_D}=\frac{\sigma}{\sigma_D},\qquad \rho_D=\frac{m}{ne^2\tau_{tr}} .
\]

In this regime the longitudinal resistivity and conductivity rise and fall together.

### (c) Collisions that absorb or emit a photon

*A microwave field \(E\cos\omega t\) along \(x\) acts in the plane. Find the rate at which an impurity collision raises or lowers the electron energy by \(\hbar\omega\), to lowest order in \(E^2\).*

**Solution.** A uniform field acting on an electron in a magnetic field gives a Hamiltonian quadratic in position and momentum. The field can then be removed by moving to a frame displaced by the classical forced motion \(\boldsymbol\xi(t)\). In that frame the impurities oscillate. Each Fourier component of their potential acquires a time-dependent phase:
\[
V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\;\to\;V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}e^{i\mathbf q\cdot\boldsymbol\xi(t)} .
\]

Write \(\boldsymbol\xi(t)=\mathrm{Re}(\boldsymbol\xi e^{-i\omega t})\) with a complex vector \(\boldsymbol\xi\). Then \(\mathbf q\cdot\boldsymbol\xi(t)=z\cos(\omega t-\chi_0)\), with \(z=|\mathbf q\cdot\boldsymbol\xi|\) and some phase \(\chi_0\). The expansion
\[
e^{iz\cos x}=\sum_{l=-\infty}^{\infty}i^lJ_l(z)e^{ilx}
\]
splits the collision into processes that change the energy by multiples of \(\hbar\omega\). Their probabilities carry the weights \(J_l^2(z)\). For \(z\ll1\),
\[
J_0^2\approx1-\frac{z^2}{2},\qquad J_{\pm1}^2\approx\frac{z^2}{4}.
\]

The forced motion, with impurity friction neglected, obeys
\[
\dot v_x=-\frac{eE}{m}\cos\omega t-\omega_cv_y,\qquad \dot v_y=\omega_cv_x .
\]

For complex amplitudes the second equation gives \(v_y=i(\omega_c/\omega)v_x\). Inserting this in the first gives
\[
-i\omega v_x=-\frac{eE}{m}-\frac{i\omega_c^2}{\omega}v_x
\quad\Rightarrow\quad
v_x=-\frac{ieE\omega}{m(\omega^2-\omega_c^2)} .
\]

Since \(\boldsymbol\xi=\mathbf v/(-i\omega)\),
\[
\xi_x=\frac{eE}{m(\omega^2-\omega_c^2)},\qquad \xi_y=\frac{i\omega_c}{\omega}\xi_x,
\]
\[
|\boldsymbol\xi|^2=|\xi_x|^2+|\xi_y|^2=\left(\frac{eE}{m}\right)^2\frac{\omega^2+\omega_c^2}{\omega^2(\omega^2-\omega_c^2)^2}.
\]

Averaging over the direction of \(\mathbf q\) gives \(|\mathbf q\cdot\boldsymbol\xi|^2\to q^2|\boldsymbol\xi|^2/2\), because the cross terms in \(q_xq_y\) vanish. The rate of one-photon collisions without Landau quantization is therefore
\[
W=\frac14\cdot\frac{|\boldsymbol\xi|^2}{2}\langle q^2\rangle=\frac{k_F^2|\boldsymbol\xi|^2}{4\tau_{tr}} .
\]

It is the same for absorption and emission, since \(J_1^2=J_{-1}^2\). With Landau quantization the rates to empty states are \(W\tilde\nu(\varepsilon+\hbar\omega)\) for absorption and \(W\tilde\nu(\varepsilon-\hbar\omega)\) for emission. The change of \(k_F\) caused by the photon energy is neglected because \(\hbar\omega\ll E_F\).

### (d) The same rate from Drude absorption

*Show that the power absorbed through these collisions agrees with the classical high-frequency conductivity.*

**Solution.** Consider a pair of energies \(\varepsilon\) and \(\varepsilon+\hbar\omega\). Upward transitions carry the occupation factor \(f(\varepsilon)[1-f(\varepsilon+\hbar\omega)]\), and downward ones carry \(f(\varepsilon+\hbar\omega)[1-f(\varepsilon)]\). The difference is \(f(\varepsilon)-f(\varepsilon+\hbar\omega)\). With \(\tilde\nu=1\), the absorbed power per unit area is
\[
\nu_0W\hbar\omega\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\omega)]=\nu_0W(\hbar\omega)^2 .
\]

The integral equals \(\hbar\omega\), because a function falling from 1 to 0 is shifted by \(\hbar\omega\).

The classical conductivity, with friction rate \(\gamma=1/\tau_{tr}\), is a sum over the two circular polarizations:
\[
\sigma_{xx}(\omega)=\frac{ne^2}{2m}\left[\frac1{\gamma-i(\omega-\omega_c)}+\frac1{\gamma-i(\omega+\omega_c)}\right].
\]

Away from resonance, to first order in \(\gamma\), its real part is
\[
\mathrm{Re}\,\sigma_{xx}(\omega)=\frac{ne^2}{2m\tau_{tr}}\left[\frac1{(\omega-\omega_c)^2}+\frac1{(\omega+\omega_c)^2}\right]
=\frac{ne^2}{m\tau_{tr}}\frac{\omega^2+\omega_c^2}{(\omega^2-\omega_c^2)^2}.
\]

Equating \(\tfrac12E^2\,\mathrm{Re}\,\sigma_{xx}(\omega)\) to \(\nu_0W(\hbar\omega)^2\), and using \(n/\nu_0=\hbar^2k_F^2/2m\), we obtain
\[
W=\frac{k_F^2}{4\tau_{tr}}\left(\frac{eE}{m}\right)^2\frac{\omega^2+\omega_c^2}{\omega^2(\omega^2-\omega_c^2)^2}.
\]

This is the result of part (c). The quantum sidebands and the classical friction describe the same absorption.

## Second half: the distribution, the resistance and its limits

The following symbols and results are taken from the first half. The relative density of states is \(\tilde\nu=1-2\delta\cos\theta+O(\delta^2)\), with \(\theta=2\pi\varepsilon/\hbar\omega_c\) and Dingle factor \(\delta=e^{-\pi/(\omega_c\tau_q)}\). The dc response is
\[
\frac{\rho}{\rho_D}=\frac{\sigma}{\sigma_D}=\int d\varepsilon\,\tilde\nu^2\left(-\frac{\partial f}{\partial\varepsilon}\right).
\]
A collision with wavevector change \(\mathbf q\) moves the orbit centre by \(\Delta X=-\ell^2q_y\), where \(\ell^2=\hbar/eB\). One-photon collisions have rates \(W\tilde\nu(\varepsilon\pm\hbar\omega)\), with \(W=k_F^2|\boldsymbol\xi|^2/4\tau_{tr}\) and \(\boldsymbol\xi\) the complex amplitude of the forced motion. Angular brackets denote scattering rates weighted by the enclosed quantity.

### (e) The kinetic equation

*Write the steady-state equation for \(f(\varepsilon)\) when inelastic collisions restore a Fermi function in a time \(\tau_{in}\).*

**Solution.** Elastic collisions leave the energy distribution unchanged. In photon-assisted collisions, gain minus loss leaves the difference of occupations, as in part (d). Hence
\[
W\sum_\pm\tilde\nu(\varepsilon\pm\hbar\omega)\,[f(\varepsilon\pm\hbar\omega)-f(\varepsilon)]=\frac{f(\varepsilon)-f_T(\varepsilon)}{\tau_{in}} .
\]

Here \(f_T\) is a Fermi function at the electron temperature \(T\) under irradiation. Collisions between electrons smooth the distribution but conserve the total energy. The value of \(T\) is therefore set by heat loss to the lattice, which is not calculated here. The single time \(\tau_{in}\) is a model of the full collision integral.

The dc field must be weak enough not to change \(f\). An electron diffusing in space with coefficient \(D\) diffuses in energy with coefficient \((eE_{dc})^2D\). An oscillation of \(f\) with period \(\hbar\omega_c\) survives this if \((2\pi/\hbar\omega_c)^2(eE_{dc})^2D\tau_{in}\ll1\).

### (f) The oscillating part of the distribution

*Let \(2\pi^2k_BT\gg\hbar\omega_c\). Find, to first order in \(\delta\), the energy integral of the first harmonic of \(f\).*

**Solution.** Write
\[
f=F(\varepsilon)+\mathrm{Re}\,[\phi(\varepsilon)e^{i\theta}],
\]
where \(F\) and \(\phi\) vary smoothly on the scale \(\hbar\omega_c\) and \(\phi\) is of order \(\delta\). A shift by \(\pm\hbar\omega\) changes \(\theta\) by \(\pm\alpha\), with
\[
\alpha=\frac{2\pi\omega}{\omega_c}.
\]

Collecting the terms proportional to \(e^{i\theta}\) gives
\[
W\sum_\pm\left[e^{\pm i\alpha}\phi(\varepsilon\pm\hbar\omega)-\phi(\varepsilon)\right]
-2\delta W\sum_\pm e^{\pm i\alpha}\left[F(\varepsilon\pm\hbar\omega)-F(\varepsilon)\right]=\frac{\phi}{\tau_{in}} .
\]

The function \(f_T\) is smooth and does not contribute. Now integrate over energy and set \(\Phi=\int\phi\,d\varepsilon\). A shift of the argument leaves this integral unchanged, so the first sum becomes
\[
(e^{i\alpha}+e^{-i\alpha}-2)\Phi=-4\sin^2(\alpha/2)\,\Phi .
\]

Since \(F\) falls from 1 to 0, \(\int[F(\varepsilon\pm\hbar\omega)-F(\varepsilon)]d\varepsilon=\mp\hbar\omega\). The source term is then
\[
-2\delta W\hbar\omega\,(-e^{i\alpha}+e^{-i\alpha})=4i\,\delta W\hbar\omega\sin\alpha .
\]

With the dimensionless power
\[
P=4W\tau_{in}=\frac{\tau_{in}}{\tau_{tr}}k_F^2|\boldsymbol\xi|^2
=\frac{\tau_{in}}{\tau_{tr}}\left(\frac{eEv_F}{\hbar\omega}\right)^2\frac{\omega^2+\omega_c^2}{(\omega^2-\omega_c^2)^2},
\]
the integrated equation yields
\[
\Phi=\frac{i\,\delta P\hbar\omega\sin\alpha}{1+P\sin^2(\alpha/2)} .
\]

No assumption about \(\hbar\omega/k_BT\) was needed. The shape of \(F\) has also dropped out, so broadening of the smooth distribution does not change this result at given \(\tau_{in}\).

The energy integral \(\Phi\) of the first harmonic of the distribution is now known to first order in \(\delta\), for a given \(\tau_{in}\). It remains to find the resistivity from it, to examine its sign, extrema and saturation, to compare the competing displacement mechanism, and to evaluate a GaAs example.
